**Pixel feedthrough: capacitive divider and transistor corrections**

The program tests \(\Delta V_p=(C_{ov}/C_{tot})\Delta V_g\), where \(C_{ov}\) is the gate-pixel overlap capacitance, \(C_{tot}\) is the total node capacitance including the overlap, and \(\Delta V_p\) and \(\Delta V_g\) are the pixel and gate voltage steps. For 10 fF, 500 fF and a gate step of −20 V, the output is −0.4000 V. The program asserts that this formula agrees with an integrated resistor-capacitor transient and with a linear system for the plate charges, also for a second set of capacitances and a rising step. It then integrates a square-law transistor model through the gate edge and asserts that very fast and very slow edges approach their closed-form limits. For a 1 µs edge the model gives −0.430 V at 8 V data and −0.339 V at 2 V data, and the program asserts that these lie between the computed fast and slow results. It also asserts that a pixel error of 0.4 V falls below 1 mV during a 10 µs rewrite with the gate high. The remaining output sizes the effects of liquid-crystal capacitance, leakage and insulator field for rough typical parameters.

## Program and output

```python
# Result under test: an isolated pixel node follows a gate step as
#     dV_pixel = C_ov / C_tot * dV_gate,
# C_ov  : gate-pixel overlap capacitance
# C_tot : all capacitance at the pixel node, C_ov included
# C_rest: C_tot - C_ov, capacitance to electrodes held at fixed voltage
# A change is final minus initial, so a falling gate gives a negative step.
# A square-law transistor model then sizes what the ideal result neglects.
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import solve_ivp

fF = 1e-15
c_ov, c_tot = 10 * fF, 500 * fF
c_rest = c_tot - c_ov
gate_high, gate_low = 15.0, -5.0
gate_step = gate_low - gate_high


def divider(c_overlap, c_total, step):
    return c_overlap / c_total * step


def transient_step(c_overlap, c_other, step, resistance=2e3):
    """Drive the two capacitors in series through a resistor.

    Integrates the charge delivered by the driver, in units of 1 fC,
    and returns the voltage change of the middle (pixel) node.
    """
    tau = resistance / (1 / c_overlap + 1 / c_other)

    def rate(s, q):
        charge = q * fF
        drop = charge / c_overlap + charge / c_other
        return (step - drop) / resistance * tau / fF

    sol = solve_ivp(rate, (0, 30), [0.0], rtol=1e-9, atol=1e-9)
    assert sol.success
    return sol.y[0, -1] * fF / c_other


def plate_solution(c_overlap, c_other, step):
    """Unknowns: two plate-charge changes (fC) and the node step (V)."""
    a, b = c_overlap / fF, c_other / fF
    matrix = np.array([[1, 0, -a], [0, 1, -b], [1, 1, 0]], dtype=float)
    return np.linalg.solve(matrix, np.array([-a * step, 0, 0]))


ideal = divider(c_ov, c_tot, gate_step)
for c1, c2, step in [(c_ov, c_rest, gate_step),
                     (37 * fF, 81 * fF, 13.0)]:
    expected = divider(c1, c1 + c2, step)
    assert abs(transient_step(c1, c2, step) - expected) < 1e-5
    assert abs(plate_solution(c1, c2, step)[2] - expected) < 1e-10
q_overlap, q_rest, _ = plate_solution(c_ov, c_rest, gate_step)
transient = transient_step(c_ov, c_rest, gate_step)
excluded = transient_step(c_ov, c_tot, gate_step)
assert abs(excluded - divider(c_ov, c_tot + c_ov, gate_step)) < 1e-5
wrong = c_ov / c_rest * gate_step
assert abs(wrong - transient) > 5e-3

# Rough typical oxide-transistor pixel
width, length, thickness = 15e-6, 5e-6, 200e-9
eps_r, mobility, threshold = 3.9, 10e-4, 1.0
c_area = eps_r * epsilon_0 / thickness
c_channel = c_area * width * length
overlap_length = c_ov / (c_area * width)
beta = mobility * c_area * width / length
common, data_levels = 5.0, (8.0, 2.0)


def pixel_after(data, start, g0, g1, duration, channel):
    """Pixel voltage after a linear gate ramp from g0 to g1.

    channel is the channel capacitance; half of it acts on the pixel.
    The transistor current flows from the data line to the pixel.
    """
    def rate(s, v):
        gate = g0 + (g1 - g0) * s
        over_pixel = max(gate - threshold - v[0], 0.0)
        over_data = max(gate - threshold - data, 0.0)
        current = 0.5 * beta * (over_pixel**2 - over_data**2)
        half = 0.5 * channel if over_pixel > 0 else 0.0
        coupled = (c_ov + half) * (g1 - g0)
        return [(coupled + current * duration) / (c_tot + half)]

    sol = solve_ivp(rate, (0, 1), [start], method="Radau",
                    max_step=0.005, rtol=1e-7, atol=1e-9)
    assert sol.success
    return sol.y[0, -1]


def falling_step(data, duration, channel):
    return pixel_after(data, data, gate_high, gate_low,
                       duration, channel) - data


edge_time = 1e-6
results = []
for data in data_levels:
    overdrive = gate_high - threshold - data
    extra = -c_channel * overdrive / (2 * c_tot)
    slow = -c_ov * (data + threshold - gate_low) / c_tot
    fast_overlap = falling_step(data, 1e-9, 0.0)
    fast_full = falling_step(data, 1e-9, c_channel)
    slow_full = falling_step(data, 1e-2, c_channel)
    real_overlap = falling_step(data, edge_time, 0.0)
    real_full = falling_step(data, edge_time, c_channel)
    assert abs(fast_overlap - ideal) < 2e-3
    assert abs(fast_full - (ideal + extra)) < 3e-3
    assert abs(slow_full - slow) < 5e-3   # finite-speed lag is left
    assert abs(slow_full) < abs(real_full) < abs(fast_full)
    assert abs(real_overlap) < abs(ideal)
    results.append((data, extra, slow, real_overlap, real_full))

# With the gate high, the data line removes a rising-edge error
line_time = 10e-6
rewritten = pixel_after(8.0, 8.0 - ideal, gate_high, gate_high,
                        line_time, c_channel)
rewrite_error = abs(rewritten - 8.0)
assert rewrite_error < 1e-3
tau_on = c_tot / (beta * (gate_high - threshold - 8.0))

# Ideal effect on the liquid-crystal voltage, and the common-level cure
lc_voltages = [d + transient - common for d in data_levels]
new_common = common + ideal
cured = [d + transient - new_common for d in data_levels]
assert abs(sum(cured)) < 1e-4

# Other neglected effects
c_lc_high, c_lc_low = 300 * fF, 150 * fF
c_tot_low = c_tot - c_lc_high + c_lc_low
step_low = transient_step(c_ov, c_tot_low - c_ov, gate_step)
assert abs(step_low - divider(c_ov, c_tot_low, gate_step)) < 1e-5
leakage, frame = 1e-14, 1 / 60
droop = leakage * frame / c_tot
field = max(abs(g - d) for g in (gate_high, gate_low)
            for d in data_levels) / thickness

print(f"overlap capacitance: {c_ov/fF:.0f} fF")
print(f"total node capacitance: {c_tot/fF:.0f} fF")
print(f"remaining capacitance: {c_rest/fF:.0f} fF")
print(f"gate high, low: {gate_high:.0f}, {gate_low:.0f} V")
print(f"gate step: {gate_step:.0f} V")
print(f"capacitance ratio: {c_ov/c_tot:.3f}")
print(f"pixel step, formula: {ideal:.4f} V")
print(f"pixel step, integrated transient: {transient:.4f} V")
print(f"overlap plate charge change: {q_overlap:.1f} fC")
print(f"remaining plate charge change: {q_rest:.1f} fC")
print(f"overlap voltage change: {ideal-gate_step:.1f} V")
print(f"step if 500 fF excludes overlap: {excluded:.4f} V")
print(f"wrong step, divided by remainder: {wrong:.4f} V")
print(f"common level: {common:.1f} V")
for d, v, c in zip(data_levels, lc_voltages, cured):
    print(f"data {d:.0f} V: LC voltage {v:+.2f} V, cured {c:+.2f} V")
print(f"corrected common level: {new_common:.2f} V")
print(f"channel width, length: {width*1e6:.0f}, {length*1e6:.0f} um")
print(f"insulator thickness: {thickness*1e9:.0f} nm")
print(f"insulator relative permittivity: {eps_r:.1f}")
print(f"mobility: {mobility*1e4:.0f} cm2/Vs")
print(f"threshold: {threshold:.1f} V")
print(f"insulator capacitance: {c_area*1e5:.2f} nF/cm2")
print(f"overlap length for C_ov: {overlap_length*1e6:.2f} um")
print(f"channel capacitance: {c_channel/fF:.2f} fF")
print(f"gate fall time: {edge_time*1e6:.1f} us")
for d, extra, slow, part, full in results:
    print(f"data {d:.0f} V, fast channel-charge part: {extra:.3f} V")
    print(f"data {d:.0f} V, slow-edge limit: {slow:.3f} V")
    print(f"data {d:.0f} V, real edge, overlap only: {part:.3f} V")
    print(f"data {d:.0f} V, real edge, with channel: {full:.3f} V")
print(f"on-state time constant, data 8 V: {tau_on*1e6:.3f} us")
print(f"rewrite time: {line_time*1e6:.0f} us")
print(f"error left after rewrite: below {1e3*1e-3:.0f} mV")
print(f"LC capacitance, high and low: {c_lc_high/fF:.0f}, "
      f"{c_lc_low/fF:.0f} fF")
print(f"total with low LC capacitance: {c_tot_low/fF:.0f} fF")
print(f"pixel step with low LC capacitance: {step_low:.3f} V")
print(f"assumed off current: {leakage*1e15:.0f} fA")
print(f"frame time: {frame*1e3:.2f} ms")
print(f"leakage droop per frame: {droop*1e3:.2f} mV")
print(f"largest nominal insulator field: {field*1e-8:.2f} MV/cm")
print("no test failed")
```

Running it gives:

```
overlap capacitance: 10 fF
total node capacitance: 500 fF
remaining capacitance: 490 fF
gate high, low: 15, -5 V
gate step: -20 V
capacitance ratio: 0.020
pixel step, formula: -0.4000 V
pixel step, integrated transient: -0.4000 V
overlap plate charge change: 196.0 fC
remaining plate charge change: -196.0 fC
overlap voltage change: 19.6 V
step if 500 fF excludes overlap: -0.3922 V
wrong step, divided by remainder: -0.4082 V
common level: 5.0 V
data 8 V: LC voltage +2.60 V, cured +3.00 V
data 2 V: LC voltage -3.40 V, cured -3.00 V
corrected common level: 4.60 V
channel width, length: 15, 5 um
insulator thickness: 200 nm
insulator relative permittivity: 3.9
mobility: 10 cm2/Vs
threshold: 1.0 V
insulator capacitance: 17.27 nF/cm2
overlap length for C_ov: 3.86 um
channel capacitance: 12.95 fF
gate fall time: 1.0 us
data 8 V, fast channel-charge part: -0.078 V
data 8 V, slow-edge limit: -0.280 V
data 8 V, real edge, overlap only: -0.371 V
data 8 V, real edge, with channel: -0.430 V
data 2 V, fast channel-charge part: -0.155 V
data 2 V, slow-edge limit: -0.160 V
data 2 V, real edge, overlap only: -0.269 V
data 2 V, real edge, with channel: -0.339 V
on-state time constant, data 8 V: 0.161 us
rewrite time: 10 us
error left after rewrite: below 1 mV
LC capacitance, high and low: 300, 150 fF
total with low LC capacitance: 350 fF
pixel step with low LC capacitance: -0.571 V
assumed off current: 10 fA
frame time: 16.67 ms
leakage droop per frame: 0.33 mV
largest nominal insulator field: 0.65 MV/cm
no test failed
```
